\section*{Hexagonal Warping of a Dirac Surface State and Its Concave Contours, part 2}

The surface bands of a topological insulator such as Bi$_2$Te$_3$ touch at a Dirac point at $\bar\Gamma$. The problem is to find the energy at which their contours of constant energy stop being convex. The surface has point group $C_{3v}$ and time reversal symmetry $T$. We set $\hbar=1$, give numbers in eV and angstrom, and measure energies from the Dirac point.

The wave vector is $\mathbf k=k(\cos\theta,\sin\theta)$, with $k_\pm=k_x\pm ik_y$. The $x$ axis, along $\bar\Gamma\bar K$, is normal to a mirror plane. The Pauli matrices $\sigma_j$ describe the pseudospin of the doublet at $\bar\Gamma$, and $H=h_0+h_x\sigma_x+h_y\sigma_y+h_z\sigma_z$ with $h_\pm=h_x\pm ih_y$. Through third order, symmetry gives
\begin{equation}
H=ck^2+v(1+\alpha k^2)(k_x\sigma_y-k_y\sigma_x)+\lambda k^3\cos3\theta\,\sigma_z . \label{eq:H}
\end{equation}
Here $v>0$ is the velocity and $\lambda>0$ the strength of the hexagonal warping. The real constants $c$ and $\alpha$ are zero until part (h). The upper band is then $E=S$, with
\begin{equation}
S=|\mathbf h|=\sqrt{v^2k^2+\lambda^2k^6\cos^23\theta}. \label{eq:S}
\end{equation}
Its out-of-plane pseudospin is $\langle\sigma_z\rangle=\lambda k^3\cos3\theta/S$, and its in-plane pseudospin is perpendicular to $\mathbf k$. A contour has its shortest radii (edge midpoints) at $\theta=0,60^\circ,\dots$ and its longest (vertices) halfway between, along $\bar\Gamma\bar M$.

Part (h) also uses the symmetry rules for higher terms. Time reversal allows only even powers of $k$ in $h_0$ and odd powers in $h_x,h_y,h_z$. By the rule of part (b), the threefold axis allows $k_+^pk_-^q$ in $h_+$ if $p-q$ equals 1 up to a multiple of 3, and in $h_z$ or $h_0$ if $p-q$ is a multiple of 3. The mirror $M$, which sends $k_x$ to $-k_x$, requires
\begin{equation}
h_+(M\mathbf k)=h_+(\mathbf k)^*,\qquad h_z(M\mathbf k)=-h_z(\mathbf k). \label{eq:mirror}
\end{equation}
For the linear term $Ak_+$ in $h_+$ this made $A=iv$ imaginary.

\subsection*{(e) Curvature of a contour}

\textit{Remove $v$ and $\lambda$ by a choice of units. Then find a quantity whose sign decides whether the contour is convex or concave at a given point, and a lower bound for it.}

\textbf{Solution.} Define the length $a=\sqrt{\lambda/v}$ and the energy $E^*=v/a$, and write $k=q/a$, $E=\varepsilon E^*$. Since $\lambda=va^2$, the warping part is $\lambda^2k^6=v^2a^4q^6/a^6=(v/a)^2q^6$. The common factor $(v/a)^2$ cancels, and
\begin{equation}
\varepsilon^2=q^2+q^6\cos^23\theta . \label{eq:scaled}
\end{equation}
All surfaces described by this model share one family of contours, labelled by $\varepsilon$. For small $\varepsilon$, replacing $q^6$ by $\varepsilon^6$ gives $q\approx\varepsilon(1-\tfrac12\varepsilon^4\cos^23\theta)$, a circle with a weak sixfold dent.

In scaled Cartesian coordinates $\mathbf q=(x,y)$ the contour is $G=\varepsilon^2$ with
\begin{equation}
G=x^2+y^2+g^2,\qquad g=x^3-3xy^2=q^3\cos3\theta .
\end{equation}
Follow the contour by its arc length $s$, with unit tangent $\mathbf t=d\mathbf q/ds$. Since $G$ is constant along it, $\nabla G\cdot\mathbf t=0$. A second derivative gives
\begin{equation}
\mathbf t\cdot G''\,\mathbf t+\nabla G\cdot\frac{d\mathbf t}{ds}=0,
\end{equation}
where $G''$ is the matrix of second derivatives. The vector $d\mathbf t/ds$ is normal to the curve. Write it as $\kappa$ times the inward unit normal. $G$ grows outward, so the inward normal is $-\nabla G/|\nabla G|$, and
\begin{equation}
\kappa=\frac{Q}{|\nabla G|},\qquad Q=\mathbf t\cdot G''\,\mathbf t .
\end{equation}
A positive $\kappa$ means that the curve bends towards the inside, as a circle does. The contour is concave where $Q<0$.

The second derivatives of $g^2$ are $2\,\partial_ig\,\partial_jg+2g\,\partial_i\partial_jg$, and those of $x^2+y^2$ form twice the unit matrix. Hence
\begin{equation}
Q=2+2(\mathbf t\cdot\nabla g)^2+2g\,\mathbf t\cdot g''\,\mathbf t,\qquad
g''=\begin{pmatrix}6x&-6y\\-6y&-6x\end{pmatrix}. \label{eq:Q}
\end{equation}
The matrix $g''$ has zero trace and determinant $-36(x^2+y^2)=-36q^2$, so its eigenvalues are $\pm6q$. For a unit vector, $\mathbf t\cdot g''\mathbf t$ lies between $-6q$ and $6q$. The last term of $Q$ is therefore at least $-12q|g|$. The middle term is a square and cannot be negative. With
\begin{equation}
m=q|g|=q^4|\cos3\theta|
\end{equation}
this gives the bound
\begin{equation}
Q\ge2-12m . \label{eq:bound}
\end{equation}

At the edge midpoint $\theta=0$ the bound is attained. There $y=0$, $x=q$ and $g=q^3$. The derivative $\partial_yg=-6xy$ vanishes, and so does $\partial_yG=2y+2g\,\partial_yg$. The gradient of $G$ points along $x$, so $\mathbf t=(0,1)$. Inserting this in Eq.~\eqref{eq:Q}, with $\mathbf t\cdot g''\mathbf t=-6q$,
\begin{equation}
Q(\theta=0)=2-12q^4 . \label{eq:edge}
\end{equation}

\subsection*{(f) The onset energy}

\textit{Find the energy at which the edge midpoint turns concave, and prove that no other point of the contour does so earlier.}

\textbf{Solution.} By Eq.~\eqref{eq:edge} the edge midpoint is concave when $q^4>1/6$. At $\theta=0$ the energy $\varepsilon^2=q^2(1+q^4)$ grows with $q$, so there is one threshold. At $q^4=1/6$ one has $q^2=1/\sqrt6$, and
\begin{equation}
\varepsilon_c^2=\frac{1}{\sqrt6}\left(1+\frac16\right)=\frac{7}{6^{3/2}} .
\end{equation}
Restoring units with $E^*=v/a=v^{3/2}/\lambda^{1/2}$,
\begin{equation}
\boxed{E_c=\frac{\sqrt7}{6^{3/4}}\,\frac{v^{3/2}}{\lambda^{1/2}}\approx0.690\,\frac{v^{3/2}}{\lambda^{1/2}}} \label{eq:Ec}
\end{equation}

It remains to exclude an earlier concavity elsewhere. By the bound \eqref{eq:bound}, a concave point needs $m>1/6$. We show that $m\ge1/6$ cannot occur on a contour with $\varepsilon<\varepsilon_c$. Since $m^2=q^8\cos^23\theta$, the energy \eqref{eq:scaled} can be written with $u=q^2$ as
\begin{equation}
\varepsilon^2=u+\frac{m^2}{u},\qquad u\ge\sqrt m .
\end{equation}
The inequality holds because $|\cos3\theta|\le1$ implies $q^4\ge m$. There are two cases.

If $1/6\le m\le1$, the derivative with respect to $u$ at fixed $m$ is $1-m^2/u^2$. Since $u^2\ge m$, it is at least $1-m\ge0$. The smallest value is thus reached at $u=\sqrt m$, and
\begin{equation}
\varepsilon^2\ge\sqrt m+\frac{m^2}{\sqrt m}=\sqrt m\,(1+m)\ge\frac{1}{\sqrt6}\cdot\frac76=\varepsilon_c^2 .
\end{equation}
If $m>1$, the sum of $u$ and $m^2/u$ is at least twice the square root of their product. So $\varepsilon^2\ge2m>2$, which also exceeds $\varepsilon_c^2\approx0.476$.

Below $E_c$ every point therefore has $m<1/6$ and $Q>0$, and the whole contour is convex. At $E_c$ itself $Q$ can vanish only where all the inequalities become equalities, which requires $|\cos3\theta|=1$. These are the six edge midpoints, where the contour is momentarily flat. Above $E_c$ they are concave.

The group velocity is normal to the contour, which gives the change a physical meaning. On a strictly convex contour each direction of velocity occurs at one point. Above $E_c$ the coordinate $k_x$ along the edge near $\theta=0$ has a local minimum at the midpoint and a maximum on either side of it. At all three points the tangent is along $y$ and the velocity along $x$. One direction of motion is then shared by three states of the same energy.

\subsection*{(g) Pseudospin at the onset, and numbers}

\textit{Find the largest out-of-plane pseudospin and the ratio of vertex to edge radius at $E_c$. Evaluate the results for $v=2.5$ eV\,angstrom and $\lambda=250$ eV\,angstrom$^3$.}

\textbf{Solution.} At $\theta=0$ the scaled form of $\lambda k^3/E$ is $q^3/\varepsilon$, and $\varepsilon=q\sqrt{1+q^4}$. With $q^4=1/6$,
\begin{equation}
\langle\sigma_z\rangle_{\max}=\frac{q^2}{\sqrt{1+q^4}}=\frac{1/\sqrt6}{\sqrt{7/6}}=\frac{1}{\sqrt7}\approx0.378 .
\end{equation}
At a vertex $\cos3\theta=0$ and the radius is $\varepsilon$. At an edge it is $\varepsilon/\sqrt{1+q^4}$. Their ratio is $\sqrt{7/6}\approx1.080$. Neither number depends on $v$ or $\lambda$. The contour thus turns concave when its radius varies by just 8 percent, at a point where the pseudospin already has a sizeable tilt.

The given parameters are round values in the rough regime of Bi$_2$Te$_3$. They lead to
\begin{align}
a&=\sqrt{250/2.5}\ \text{angstrom}=10\ \text{angstrom},\\
E^*&=2.5/10\ \text{eV}=0.25\ \text{eV},\\
E_c&=0.690\times0.25\ \text{eV}=0.173\ \text{eV}\quad(0.0063\ \text{hartree}).
\end{align}
The edge radius is $6^{-1/4}/a=0.0639$ angstrom$^{-1}$, or 0.639 nm$^{-1}$. The vertex radius is $E_c/v=0.0690$ angstrom$^{-1}$. Going round the contour from edge to vertex, $\langle\sigma_z\rangle$ is 0.378 at $\theta=0$, 0.342 at $10^\circ$, 0.221 at $20^\circ$ and zero at $30^\circ$. At $60^\circ$ it is $-0.378$.

The change with energy is seen from one contour on either side of the onset:
\begin{center}
\begin{tabular}{cccc}
$E$ (eV) & edge (1/angstrom) & vertex (1/angstrom) & $\langle\sigma_z\rangle_{\max}$\\
0.10 & 0.0395 & 0.0400 & 0.154\\
0.173 & 0.0639 & 0.0690 & 0.378\\
0.24 & 0.0805 & 0.0960 & 0.544
\end{tabular}
\end{center}

The onset was also located without any curvature formula. The contour was traced by diagonalizing $H$ every half degree around the full circle, and the energy at which the traced polygon first turns the wrong way was found by bisection. This gives 0.1725 eV, in agreement with Eq.~\eqref{eq:Ec} to the four digits shown.

With $v$ held at 2.5 eV\,angstrom, $\lambda=200$ and 300 eV\,angstrom$^3$ move the onset to 0.193 and 0.158 eV. The dependence on $\lambda$ is weak because it enters as $\lambda^{-1/2}$.

\subsection*{(h) Terms left out of the estimate}

\textit{Restore the term $ck^2$ and find the new condition for the edge midpoint. Then show that one fifth-order term competes with the warping however small $k$ is.}

\textbf{Solution.} Let the contour be $k=r(\theta)$. Near $\theta=0$, where $r'=0$ by symmetry, the coordinate $k_x=r\cos\theta$ is $r+\tfrac12(r''-r)\theta^2$ to second order. The midpoint is therefore concave when $r''>r$. Differentiating $E(r(\theta),\theta)=\text{const}$ twice and setting $r'=0$ gives $r''=-E_{\theta\theta}/E_k$, where subscripts denote partial derivatives. From $E=ck^2+S$ and Eq.~\eqref{eq:S}, at $\theta=0$,
\begin{equation}
E_{\theta\theta}=-\frac{9\lambda^2k^6}{S},\qquad E_k=2ck+\frac{v^2k+3\lambda^2k^5}{S}.
\end{equation}
The first follows from $2SS_\theta=-3\lambda^2k^6\sin6\theta$, differentiated once more at a point where $S_\theta=0$. As long as $E_k>0$, the threshold $-E_{\theta\theta}=kE_k$, multiplied by $S$, reads $9\lambda^2k^6=2ck^2S+v^2k^2+3\lambda^2k^6$, or
\begin{equation}
6\lambda^2k^4=v^2+2cS . \label{eq:c}
\end{equation}
For $c=0$ this is $q^4=1/6$ again. A positive $c$ acts twice in the same direction: it moves the onset to larger $k$, and it adds $ck^2$ to the energy there.

The trial values $c=\pm5$ eV\,angstrom$^2$ contribute only 0.020 eV at the original edge radius. Yet they move the onset to 0.21 eV and 0.14 eV, changes of $+23$ and $-19$ percent relative to the value at $c=0$. Both come from traced contours, and Eq.~\eqref{eq:c} reproduces them within 5 parts in $10^4$. The velocity correction with $\alpha=\pm10$ angstrom$^2$, at $c=0$, changes the onset by $+10$ and $-8$ percent.

At fifth order, the rule of part (b) allows $p-q=-5$ in $h_+$, because $-5$ differs from 1 by a multiple of 3. The mirror condition \eqref{eq:mirror} makes the coefficient of $k_-^5$ imaginary, as it did for $A$. So $h_+=ivk_++i\zeta k_-^5$ with $\zeta$ real, and
\begin{equation}
|h_+|^2=\left|vke^{i\theta}+\zeta k^5e^{-5i\theta}\right|^2=v^2k^2+2v\zeta k^6\cos6\theta+\zeta^2k^{10}.
\end{equation}
The warping term contributes $\lambda^2k^6\cos^23\theta=\tfrac12\lambda^2k^6(1+\cos6\theta)$ to $E^2$. Both sixfold parts carry the same power $k^6$, and their ratio is $4v\zeta/\lambda^2$. Small $k$ therefore does not justify dropping $\zeta$. In a given basis, the estimate \eqref{eq:Ec} also needs $v|\zeta|\ll\lambda^2$. The isotropic fifth-order term $i\beta k^4k_+$ in $h_+$ adds $2v\beta k^6$ to $E^2$, the same order again, so $v|\beta|\ll\lambda^2$ is needed as well. Its effect is weaker: $v\beta/\lambda^2=\pm0.05$ changes the onset by about $\pm2$ percent.

The split between $\lambda$ and $\zeta$ is itself a matter of basis. Take the $k$-dependent change of basis $H\to UHU^\dagger$, where $U=e^{-i(g_x\sigma_x+g_y\sigma_y)/2}$ with $g_x+ig_y=Dk_-^2$ and $D$ real. It respects all the symmetries and leaves the energies unchanged. To lowest order it adds $g_xh_y-g_yh_x=Dvk^3\cos3\theta$ to $h_z$, so $\lambda$ becomes $\lambda+Dv$. The choice $D=-\lambda/v$ removes the cubic out-of-plane term altogether. Since the sixfold part of $E^2$ at order $k^6$ cannot change, $\zeta$ shifts so that $\lambda^2+4v\zeta$ stays the same. The isotropic part cannot change either, so $\beta$ shifts by the same amount as $\zeta$, namely $-D\lambda/2-D^2v/4$ for $\alpha=0$. Both shifts must be kept: with the cubic term removed, $\zeta=\lambda^2/4v$ alone, without $\beta$, gives an onset 9 percent too low. The pseudospin tilt $\langle\sigma_z\rangle$ changes with the basis too, while the contours do not. For $v\zeta/\lambda^2=\pm0.05$, with $c=\alpha=0$, the traced onset changes by $-6$ and $+9$ percent. This term also spoils the right angle between the in-plane pseudospin and $\mathbf k$, since $\mathbf h\cdot\mathbf k=\mathrm{Re}(h_+k_-)=\zeta k^6\sin6\theta$.

\subsection*{(i) How does the estimate bear on Bi$_2$Te$_3$?}

\textit{Compare the onset with the bulk bands and with thermal broadening, and judge how firm the number is.}

\textbf{Solution.} The values of $v$ and $\lambda$ used here are rough but typical for Bi$_2$Te$_3$. Its measured contours do pass from near-circles through hexagons to snowflakes as the energy rises, with the tips along $\bar\Gamma\bar M$, the direction of the vertices in the model. The bulk conduction band starts roughly 0.3 eV above the Dirac point, so the onset estimated without the terms of part (h) lies about 0.13 eV below it, where the surface band is not yet mixed with conduction states. This margin is not secure: $c\approx14$ eV\,angstrom$^2$ alone would move the onset up to 0.3 eV. The valence side matters too. In Bi$_2$Te$_3$ the top of the bulk valence band, at other wave vectors, also lies above the Dirac point, so bulk holes can contribute to conduction at room temperature even when the chemical potential is near the onset. No symmetry enforces $c=0$, which would make the two Dirac branches mirror images in energy, and none enforces $\alpha=0$ or $\zeta=0$. The trial values of $c$, $\alpha$ and $\zeta$ were chosen to show sensitivity and were not fitted to the material. Taken one at a time, they place the onset between about 0.14 and 0.21 eV. In a real material all three are generally present. The same trial values acting together, with signs that add, give 0.12 and 0.27 eV. Further allowed terms matter too: a term $c_4k^4$ in $h_0$ with $c_4=\pm1000$ eV\,angstrom$^4$, only 0.017 eV at the original edge radius, moves the onset to 0.24 and 0.14 eV. The result is therefore a rough estimate and not a prediction for Bi$_2$Te$_3$.

Temperature matters for quantities that average over energy, such as conduction. These weight the states by $-df/dE$, where $f$ is the Fermi function. This weight is proportional to $1/\cosh^2[(E-\mu)/2k_BT]$, with $\mu$ the chemical potential. It falls to half its peak where the hyperbolic cosine equals $\sqrt2$, so its full width is $4k_BT\,\mathrm{arccosh}\sqrt2$. At 300 K, with $k_BT=0.026$ eV, the width is 0.091 eV, more than half of $E_c$. A room-temperature average therefore mixes convex and concave contours when $\mu$ is near the onset. A measurement that selects one energy avoids this average if its energy resolution is much finer than this width. To see the concave edge it also needs fine resolution in wave vector, because the dent has zero depth at the onset and deepens only gradually above it. The remaining values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Allowed C3v terms at orders 0 to 5 in k: [1, 1, 1, 2, 1, 3]
Allowed C6v terms at order 3 in k: 1
Input v = 2.50 eV angstrom (rough, Bi2Te3 regime)
Input lambda = 250 eV angstrom^3 (rough, Bi2Te3 regime)
Length a = sqrt(lambda/v) = 10.00 angstrom
Energy scale E* = v/a = 0.2500 eV
Ratio E_c/E* = 0.6901
Onset E_c, formula = 0.1725 eV = 0.006341 hartree
Onset E_c, traced contours = 0.1725 eV
Edge radius at E_c = 0.0639 1/angstrom = 0.639 1/nm
Vertex radius at E_c = 0.0690 1/angstrom
Vertex/edge ratio at E_c = 1.0801
<sigma_z> at E_c, theta = 0 deg: 0.378
<sigma_z> at E_c, theta = 10 deg: 0.342
<sigma_z> at E_c, theta = 20 deg: 0.221
<sigma_z> at E_c, theta = 30 deg: 0.000
<sigma_z> at E_c, theta = 60 deg: -0.378
E = 0.1000 eV: k edge 0.0395, k vertex 0.0400 1/angstrom, max <sigma_z> 0.154
E = 0.1725 eV: k edge 0.0639, k vertex 0.0690 1/angstrom, max <sigma_z> 0.378
E = 0.2400 eV: k edge 0.0805, k vertex 0.0960 1/angstrom, max <sigma_z> 0.544
Trial c = +/-5 eV angstrom^2; c k^2 at onset radius = 0.0204 eV
Trial alpha = +/-10 angstrom^2; alpha k^2 at onset radius = 0.0408
Trial zeta = +/-1250 eV angstrom^5; zeta v/lambda^2 = 0.050
E_c with +c = 0.2115 eV (change +22.6 percent)
E_c with -c = 0.1399 eV (change -18.9 percent)
E_c with +alpha = 0.1891 eV (change +9.6 percent)
E_c with -alpha = 0.1587 eV (change -8.0 percent)
E_c with +zeta = 0.1618 eV (change -6.2 percent)
E_c with -zeta = 0.1881 eV (change +9.0 percent)
E_c with lambda = 200 eV angstrom^3: 0.1929 eV
E_c with lambda = 300 eV angstrom^3: 0.1575 eV
kT at 300 K = 0.0259 eV
Full half-maximum width of -df/dE at 300 K = 0.0911 eV
Input bulk conduction edge above Dirac point = 0.3 eV (rough)
Bulk edge minus E_c = 0.13 eV (rough)
\end{verbatim}
